# Degenerate Two-Photon Absorption in a Direct-Gap Two-Band Kane Model

A crystal with a direct gap $E_g$ is lit by one beam of photon energy $\omega$, with $\omega<E_g<2\omega$. One photon cannot lift an electron across the gap, but two can. The problem is to find how the absorption depends on $x=\omega/E_g$, or equally on $X=2x$, which lies between 1 and 2.

Hartree atomic units are used: $\hbar=m_e=e=1$, $4\pi\varepsilon_0=1$, and $c\approx137.036$. The model has one conduction and one valence band, each doubly degenerate through spin:

$$H(\mathbf k)=\frac{E_g}{2}\,\tau_z+P\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k .$$

The Pauli matrices $\tau$ act on the band index and $\boldsymbol\sigma$ on the spin; $P$ is real and has the dimension of a velocity. The valence band is full and the conduction band empty. Electrons are independent, so excitons are left out, as are phonons and all other bands.

A free-electron term $k^2/2$, equal in both bands, may be dropped. It cancels from every energy difference and adds the same velocity to both bands, while only the velocity difference will matter. Its part quadratic in the field multiplies the identity and causes no transition.

## (a) Bands and velocities

**Find the gap at wave vector $\mathbf k$, the reduced mass $\mu$ at the band edge, and the matrix elements of $v_z=\partial H/\partial k_z$ within and between the bands.**

**Solution.** Since $\tau_z\tau_x+\tau_x\tau_z=0$ and $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$, the cross terms in $H^2$ cancel:

$$H^2=\varepsilon^2,\qquad \varepsilon=\sqrt{E_g^2/4+P^2k^2}.$$

The bands lie at $\pm\varepsilon$. Their separation, expanded for small $k$, is

$$E_{cv}=2\varepsilon=\sqrt{E_g^2+4P^2k^2}\approx E_g+\frac{2P^2k^2}{E_g}.$$

Setting the last term equal to $k^2/2\mu$ gives

$$\mu=\frac{E_g}{4P^2}.$$

The velocity is $v_z=P\tau_x\sigma_z$, so $v_z^2=P^2$. Differentiating $H^2=\varepsilon^2$ with respect to $k_z$ gives $Hv_z+v_zH=2P^2k_z$. Let $\Pi_c$ project on the conduction doublet, where $H=\varepsilon$. Placing $\Pi_c$ on both sides yields

$$2\varepsilon\,\Pi_cv_z\Pi_c=2P^2k_z\,\Pi_c .$$

Within the conduction doublet $v_z$ is therefore the number $v_c$ times the identity. In the valence doublet $H=-\varepsilon$, which reverses the sign:

$$v_c=\frac{P^2k_z}{\varepsilon},\qquad v_v=-v_c .$$

For the interband elements, sum over both initial and both final spin states, using $\Pi_v=1-\Pi_c$:

$$S=\sum|v_{cv}|^2=\mathrm{Tr}(\Pi_cv_z^2)-\mathrm{Tr}(\Pi_cv_z\Pi_cv_z)=2P^2-2v_c^2 .$$

Near the band edge $\varepsilon\to E_g/2$, so that $v_c-v_v\to4P^2k_z/E_g=k_z/\mu$ and $S\to2P^2$.

## (b) The two-photon amplitude

**The light has the vector potential $A(t)=A_0\cos\omega t$ along $z$. Find the amplitude for absorbing two photons when $E_{cv}=2\omega$.**

**Solution.** The electron has charge $-1$, so the field replaces $k_z$ by $k_z+A$. Because $H$ is linear in $\mathbf k$, the perturbation is $v_zA(t)$. Its absorbing part is $(A_0/2)v_z e^{-i\omega t}$.

Start in the valence state $i$ and switch the field on slowly. The first-order coefficient of a state $m$ at the same $\mathbf k$ is

$$c_m(t)=\frac{A_0}{2}\,\frac{v_{mi}}{E_i+\omega-E_m}\,e^{i(E_m-E_i-\omega)t}.$$

Inserting this into the equation for the final conduction state $f$ gives

$$\dot c_f=-iM e^{i(E_f-E_i-2\omega)t},\qquad M=\frac{A_0^2}{4}\sum_m\frac{v_{fm}v_{mi}}{E_i+\omega-E_m}.$$

At resonance the intermediate state can be of two kinds.

- In the conduction doublet, $E_i+\omega-E_m=\omega-2\omega=-\omega$. The electron first crosses the gap, then absorbs a photon within the conduction band.
- In the valence doublet, $E_i+\omega-E_m=+\omega$. The order is reversed.

Since the intraband velocity is a multiple of the identity, the spin sums collapse:

$$M=\frac{A_0^2}{4}\left(-\frac{v_cv_{fi}}{\omega}+\frac{v_{fi}v_v}{\omega}\right)=-\frac{A_0^2}{4}\,\frac{(v_c-v_v)\,v_{fi}}{\omega}.$$

One photon supplies the interband step and the other acts through the velocity difference of the bands. At $k=0$ that difference vanishes, so the transition is forbidden there and grows linearly with $k_z$.

This amplitude was tested without perturbation theory, by propagating both valence states through a weak Gaussian pulse with envelope $g(t)$. For such a pulse the expected probability, summed over spins, is $\sum|M|^2\left(\int g^2\,dt\right)^2$. The propagated value is $1.042\times10^{-4}$ and the formula gives $1.040\times10^{-4}$, a difference of about 0.2% of the latter.

## (c) The transition rate for parabolic bands

**Use the band-edge values $S=2P^2$ and $v_c-v_v=k_z/\mu$, with $E_{cv}=E_g+k^2/2\mu$, at all relevant $k$. Find the number $W$ of transitions per unit volume and time.**

**Solution.** From (b), the spin-summed squared amplitude is

$$\sum|M|^2=\frac{A_0^4}{16\,\omega^2}\,\frac{k_z^2}{\mu^2}\,2P^2 .$$

The golden rule then gives

$$W=2\pi\,\frac{A_0^4P^2}{8\omega^2\mu^2}\int\frac{d^3k}{(2\pi)^3}\,k_z^2\,\delta\!\left(E_g+\frac{k^2}{2\mu}-2\omega\right).$$

Spin is already counted in $S$, so no further factor of 2 enters. The angular average of $k_z^2$ is $k^2/3$, and $d^3k$ becomes $4\pi k^2dk$. The delta function fixes

$$k_\omega=\sqrt{2\mu(2\omega-E_g)}$$

and contributes the factor $1/(k_\omega/\mu)$. The integral is therefore

$$\frac{4\pi}{8\pi^3}\,\frac13\,k_\omega^4\,\frac{\mu}{k_\omega}=\frac{\mu k_\omega^3}{6\pi^2},$$

and the rate follows:

$$W=\frac{2\pi}{8\cdot6\pi^2}\,\frac{A_0^4P^2k_\omega^3}{\mu\omega^2}=\frac{A_0^4P^2k_\omega^3}{24\pi\mu\omega^2}.$$

Of the three powers of $k_\omega$, one comes from the density of states and two from the squared velocity difference. An amplitude that stayed finite at $k=0$ would leave the first alone, and the rate would rise as the square root of the excess energy. For $2\omega<E_g$ the delta function has no root and $W=0$.

## (d) The absorption coefficient

**Define $\beta$ by $dI/dz=-\beta I^2$, where $I$ is the intensity in a medium of refractive index $n$. Express $\beta$ through $x$, $E_g$, $n$ and the Kane energy $E_p=2P^2$.**

**Solution.** The electric field $-\partial A/\partial t$ has amplitude $\omega A_0$. With $\varepsilon_0=1/4\pi$,

$$I=\tfrac12 n\varepsilon_0c\,\omega^2A_0^2=\frac{nc\,\omega^2A_0^2}{8\pi},\qquad A_0^2=\frac{8\pi I}{nc\,\omega^2}.$$

Each transition removes the energy $2\omega$ from the beam, so $\beta I^2=2\omega W$. Hence

$$\beta=2\omega\,\frac{P^2k_\omega^3}{24\pi\mu\omega^2}\,\frac{64\pi^2}{n^2c^2\omega^4}=\frac{16\pi}{3}\,\frac{P^2k_\omega^3}{\mu\,n^2c^2\,\omega^5}.$$

The fifth inverse power of $\omega$ is now visible. The photon energy gives $+1$, the conversion of $A_0^4$ to $I^2$ gives $-4$, and the squared energy denominator gives $-2$.

It remains to remove $k_\omega$ and $\mu$. With $2\omega-E_g=E_g(2x-1)$ and $\sqrt\mu=\sqrt{E_g}/(2P)$,

$$\frac{k_\omega^3}{\mu}=2^{3/2}\sqrt\mu\,E_g^{3/2}(2x-1)^{3/2}=\frac{\sqrt2\,E_g^2}{P}(2x-1)^{3/2}.$$

Also $\omega^5=E_g^5(2x)^5/32$. Inserting both, and using $\sqrt2\,P=\sqrt{E_p}$, gives

$$\boxed{\beta=\frac{512\pi}{3}\,\frac{\sqrt{E_p}}{n^2c^2E_g^3}\,F(x),\qquad F(x)=\frac{(2x-1)^{3/2}}{(2x)^5}}$$

for $1/2<x<1$. At fixed $x$, $P$ and $n$, halving the gap raises $\beta$ eightfold.

## (e) The maximum and its size

**Find the maximum of $F$. Evaluate $\beta$ there for the round model parameters $E_g=0.04$ hartree, $P=0.6$ and $n=3.5$.**

**Solution.** Setting the derivative of $\ln F=\tfrac32\ln(X-1)-5\ln X$ to zero gives

$$\frac{3}{2(X-1)}=\frac5X\quad\Rightarrow\quad 3X=10X-10\quad\Rightarrow\quad X=\frac{10}{7},\quad x=\frac57 .$$

Here $F=0.04716$. The photon energy is $\omega=\tfrac57(0.04)=0.02857$ hartree. The mass and resonant wave vector are

$$\mu=\frac{0.04}{4(0.6)^2}=0.02778,\qquad k_\omega=\sqrt{2(0.02778)\left(2(0.02857)-0.04\right)}=0.03086 .$$

The rate from (c), and then its conversion to intensity, are

$$\frac{W}{A_0^4}=\frac{(0.6)^2(0.03086)^3}{24\pi(0.02778)(0.02857)^2}=6.19\times10^{-3},$$

$$\frac{W}{I^2}=6.19\times10^{-3}\left(\frac{8\pi}{3.5\,(137.036)(0.02857)^2}\right)^2=25.5 .$$

Finally $\beta=2(0.02857)(25.5)=1.457$ atomic units. One atomic unit of $\beta$ is 29.36 cm/GW, so $\beta\approx43$ cm/GW. This is the value of the parabolic approximation, whose error within the model is found next.

## (f) The same model without the parabolic approximation

**Keep the full $k$ dependence found in (a). By what factor $R(X)$ does it multiply the result of (d)?**

**Solution.** At resonance $\varepsilon=\omega$. Define $s=Pk/\omega$. From $\varepsilon^2=E_g^2/4+P^2k^2$,

$$s^2=1-\frac{E_g^2}{4\omega^2}=1-\frac1{X^2}.$$

With $k_z=k\cos\theta$, part (a) gives $v_c=Ps\cos\theta$, and therefore

$$v_c-v_v=2Ps\cos\theta,\qquad S=2P^2(1-s^2\cos^2\theta).$$

The averages of $\cos^2\theta$ and $\cos^4\theta$ over directions are $1/3$ and $1/5$, so

$$\left\langle(v_c-v_v)^2S\right\rangle=8P^4s^2\left(\frac13-\frac{s^2}5\right).$$

For the density of states, $dE_{cv}/dk=2P^2k/\varepsilon=2P^2k/\omega$, and with $k=\omega s/P$

$$\frac{k^2}{dE_{cv}/dk}=\frac{k\omega}{2P^2}=\frac{\omega^2s}{2P^3}.$$

The golden rule gives

$$W_K=2\pi\,\frac{A_0^4}{16\omega^2}\,\frac1{2\pi^2}\,\frac{\omega^2s}{2P^3}\,8P^4s^2\left(\frac13-\frac{s^2}5\right)=\frac{A_0^4Ps^3}{12\pi}\left(1-\frac{3s^2}5\right).$$

The parabolic rate in the same variables, from $k_\omega^3/\mu$ in (d) and $\omega^2=E_g^2X^2/4$, is

$$W=\frac{A_0^4P}{24\pi\omega^2}\,\sqrt2\,E_g^2(X-1)^{3/2}=\frac{\sqrt2\,A_0^4P\,(X-1)^{3/2}}{6\pi X^2}.$$

Both rates convert to $\beta$ in the same way, so $R=W_K/W$. Using $s^3=(X-1)^{3/2}(X+1)^{3/2}/X^3$ and $1-3s^2/5=(2X^2+3)/(5X^2)$,

$$R=\frac{X^2s^3}{2\sqrt2\,(X-1)^{3/2}}\left(1-\frac{3s^2}5\right)=\left(\frac{X+1}2\right)^{3/2}\frac{2X^2+3}{5X^3}.$$

To examine the threshold put $X=1+\delta$. The three factors contribute $\tfrac34\delta$, $\tfrac45\delta$ and $-3\delta$ to $\ln R$ at first order, so

$$R=1-1.45\,\delta+O(\delta^2).$$

The function $F$ thus has the correct threshold limit of this model, but it is not the model's spectrum over the whole range. An independent sum over all four states, with numerically diagonalized bands, gives $R=0.99855$ at $\delta=0.001$ and confirms the full formula at the five photon energies below.

| $x$ | $\beta$ parabolic (cm/GW) | $R$ | $\beta$ full (cm/GW) |
|---|---|---|---|
| 0.55 | 17.8 | 0.88 | 15.6 |
| 0.65 | 40.2 | 0.72 | 28.8 |
| 0.75 | 42.2 | 0.62 | 26.2 |
| 0.85 | 37.4 | 0.56 | 21.0 |
| 0.95 | 31.3 | 0.52 | 16.3 |

At $x=0.55$ the full value lies 12% below the parabolic one; at $x=0.95$ it is about half of it. At $x=5/7$, where $R=0.65$, the 43 cm/GW of part (e) falls to about 28 cm/GW. The maximum moves from $x=0.714$ to $x=0.664$, because $R$ falls across the peak of $F$.

## (g) How firm is the fifth power?

**In the amplitude of (b), express the interband velocity element at resonance through the position element, and hold the latter, instead of the velocity element, at its band-edge value. What replaces $F$?**

**Solution.** Differentiate $H|v\rangle=E_v|v\rangle$ with respect to $k_z$ and project on a conduction state $\langle c|$. The term with $\partial E_v/\partial k_z$ drops out by orthogonality, leaving

$$\langle c|v_z|v\rangle+(E_c-E_v)\langle c|\partial_{k_z}v\rangle=0 .$$

With $r_{cv}=i\langle c|\partial_{k_z}v\rangle$ this reads $v_{cv}=iE_{cv}r_{cv}$, so $|v_{cv}|^2=E_{cv}^2|r_{cv}|^2$. If $|r_{cv}|^2$ is frozen at the band edge, the squared velocity at resonance grows by $(2\omega/E_g)^2=X^2$, and

$$F\;\to\;\frac{(X-1)^{3/2}}{X^3}.$$

The threshold limit is unchanged, since $X\to1$ there. This is a substitution in the formula of (b), not a model whose position element is the same at every $\mathbf k$. In such a model the amplitude at threshold would be only half as large, because the other half comes from the change of $r_{cv}$ with $\mathbf k$ as the field moves the electron. Away from threshold the two curves differ even in shape. The new one is stationary where $3/[2(X-1)]=3/X$, that is at $X=2$, so it rises throughout $1<X<2$ and has no interior maximum.

The power $3/2$ therefore follows from the forbidden character of the transition at $k=0$, whereas the power 5 also records the choice of a constant velocity element. For this Hamiltonian that choice is the better of the two substitutions: $R<1$ at the tabulated energies, so the full result lies below $F$, while inserting a constant position element moves the curve above $F$.

The result has further limits.

- The attraction between electron and hole is left out. Very near threshold free-particle states fail altogether, and farther above it the correction fades only slowly. For a hydrogen-like attraction screened by $n^2$, the squared slope of the final pair wave function at zero separation grows by the factor $(1+\gamma^2)\,2\pi\gamma/(1-e^{-2\pi\gamma})$, where $\gamma^2=\mu/[2n^4(2\omega-E_g)]$. With the parameters of (e) this is about 1.6 at $x=0.55$ and still about 1.26 at $x=5/7$. This factor only indicates the size of the effect on the rate. The amplitude also contains the intermediate pair state at energy $\omega-E_g$, which extends over a distance $1/\sqrt{2\mu(E_g-\omega)}$ comparable to $1/k_\omega$ and feels the attraction as well. With the attraction kept in both states, the parabolic rate of (c) grows by about 1.75 and 1.39 at these two energies. The values in cm/GW above therefore belong to the free-particle model and are not predictions for a material.
- For $x>1$ one-photon absorption sets in, and $\beta$ alone no longer describes the loss.
- In strong fields, orders beyond the second enter.
- Silicon has an indirect gap. Near half of that gap, a transition between the band edges must also change the crystal momentum, for instance through a phonon. This model contains no such process, so $F$ should not be used for silicon there.

The computed values behind the example and the comparisons are listed in the numerical output.

## Computed results

```
gap = 0.0400 hartree = 1.0885 eV
Kane velocity P = 0.600 atomic units
Kane energy Ep = 0.7200 hartree
refractive index n = 3.50 (dimensionless)
speed of light c = 137.0360 atomic units
reduced mass mu = 0.027778 electron masses
maximum of F at x = 0.714286 (dimensionless)
maximum value of F = 0.047155 (dimensionless)
photon energy at maximum = 0.028571 hartree
resonant k at maximum = 0.030861 inverse bohr
W/A0^4 at maximum = 6.188652e-03 atomic units
W/I^2 at maximum = 2.550014e+01 atomic units
beta at maximum = 1.45715 atomic units
beta at maximum = 42.782 cm/GW
one atomic unit of beta = 29.3599 cm/GW
full Kane / parabolic at x=5/7: 0.6500 (ratio)
full Kane maximum at x = 0.66437 (dimensionless)
x, F, R (dimensionless), beta parabolic, beta Kane (cm/GW):
  0.55  0.019635  0.8763  17.814  15.610
  0.65  0.044255  0.7163  40.151  28.759
  0.75  0.046558  0.6211  42.241  26.237
  0.85  0.041248  0.5606  37.423  20.980
  0.95  0.034482  0.5203  31.285  16.278
numerical ratio at 2x-1=0.001: 0.998552 (dimensionless)
first threshold coefficient: -1.4476 (dimensionless)
pulse probability, propagated: 1.04242e-04 (dimensionless)
pulse probability, formula: 1.04041e-04 (dimensionless)
largest parabolic test error: 1.5e-05 (relative)
largest full Kane test error: 1.2e-07 (relative)
```
